\section*{How many channels can pass through a one-atom contact?}

\section{Problem}

One atom bridges two identical metal leads. The description is an orthogonal tight-binding model with independent electrons, real orbitals, no magnetic field and no spin--orbit coupling. The leads are coupled to the atom but not directly to each other. The atom has $M$ valence orbitals: one $s$ orbital in an $s$ metal, and $s,p_x,p_y,p_z$ in an $sp$ metal, with $z$ along the contact.

(a) How many transmission channels can be open per spin in each case? (b) What are their transmissions, and the conductance, in the following model?

The leads are semi-infinite fcc [001] wires with alternating $4\times4$ and $3\times3$ atomic layers. The bridging atom touches four atoms on each side. Energies are in hartree. The levels are $\varepsilon_s=0$ and $\varepsilon_p=0.2$; the nearest-neighbour hoppings are $ss=-0.04$, $sp=0.05$, $pp\sigma=0.08$ and $pp\pi=-0.02$. These are round parameters, not those of a particular metal. The $s$ metal has one electron per atom and the $sp$ metal three. The bulk filling fixes the Fermi energy $E_F$, and a common shift of the bridging atom's levels makes that atom neutral. At $E_F$ the $s$ wire carries 4 modes per spin and the $sp$ wire 9.

\section{A tempting solution}

The atom is the bottleneck, so its orbitals set the number of channels. An $s$ atom has one. In an $sp$ atom, $s$ and $p_z$ have the same symmetry about the axis and mix into a single $\sigma$ orbital. With $p_x$ and $p_y$ this makes three channels at most. The leads supply more modes than that, so every channel is filled and carries one conductance quantum, $\mathcal G_0=2e^2/h=77.48\,\mu\mathrm S$. The conductances are $\mathcal G_0$ and $3\mathcal G_0$.

\section{Where it fails}

The bottleneck idea is sound, but two later steps are not. Mixing two orbitals gives two hybrids, not one, so the atomic space still has dimension four. And a limit on the number of channels says nothing about how well each transmits. Both points need the scattering amplitude itself.

\section{The bound}

Set $\hbar=1$. Let $a$ be the vector of the $M$ amplitudes on the atom, $H_a$ its Hamiltonian, and $V_L,V_R$ the matrices that couple lead amplitudes $\psi_L,\psi_R$ to it. The Schr\"odinger equation reads
\begin{align}
(E-H_a)a&=V_L\psi_L+V_R\psi_R,\\
(E-H_{L,R})\psi_{L,R}&=V_{L,R}^\dagger a .
\end{align}
Let $\phi_m$ be the state of the isolated left lead in which mode $m$ comes in and is fully reflected. With the retarded Green functions $g_{L,R}$ of the isolated leads, which add only outgoing and decaying waves,
\begin{equation}
\psi_L=\phi_m+g_LV_L^\dagger a,\qquad \psi_R=g_RV_R^\dagger a .
\end{equation}
Inserting these in the first equation and collecting the terms in $a$ gives
\begin{equation}
a=GV_L\phi_m,\qquad G=(E-H_a-\Sigma_L-\Sigma_R)^{-1},
\end{equation}
where $\Sigma_{L,R}=V_{L,R}\,g_{L,R}V_{L,R}^\dagger$.

The flux into the right lead follows from $i\dot a=H_aa+V_L\psi_L+V_R\psi_R$. The last term changes $a^\dagger a$ at the rate $2\,\mathrm{Im}(a^\dagger V_R\psi_R)$, so the flux leaving to the right is
\begin{equation}
J=-2\,\mathrm{Im}(a^\dagger\Sigma_Ra)=a^\dagger\Gamma_Ra,\qquad \Gamma=i(\Sigma-\Sigma^\dagger).
\end{equation}

Normalise the lead states to $\delta(E-E')$. A mode of velocity $v$ then has incoming amplitude $1/\sqrt{2\pi v}$ and incident flux $1/2\pi$. Collect the vectors $\sqrt{2\pi}\,V_L\phi_m$ as the columns of an $M\times N$ matrix $W$, where $N$ is the number of modes. For an incoming superposition with coefficients $c$, $c^\dagger c=1$, the atomic amplitude is $a=GWc/\sqrt{2\pi}$. Dividing $J$ by $1/2\pi$ gives the transmitted fraction
\begin{equation}
c^\dagger\mathcal T c,\qquad \mathcal T=W^\dagger G^\dagger\Gamma_RGW .
\end{equation}
The eigenvalues $T_n$ of $\mathcal T$ are the channel transmissions. Flux conservation keeps the fraction between 0 and 1 for every $c$, so $0\le T_n\le1$.

The matrix $\mathcal T$ is $N\times N$, but it is a product that passes through the $M$-dimensional atomic space. Its rank cannot exceed $M$:
\begin{equation}
\text{number of nonzero }T_n\ \le\ \min(\mathrm{rank}\,\Gamma_L,\mathrm{rank}\,\Gamma_R)\ \le\ M .
\end{equation}
The rank of $\Gamma_L$ enters because $i(g_L-g_L^\dagger)=2\pi\sum_m\phi_m\phi_m^\dagger$ at energy $E$, hence $\Gamma_L=WW^\dagger$, which has the rank of $W$. Products $AB$ and $BA$ share their nonzero eigenvalues, so the $T_n$ can be found from the small matrix $\Gamma_LG^\dagger\Gamma_RG$.

The bound is therefore one for the $s$ atom and \emph{four} for the $sp$ atom.

Each mode delivers electrons at the rate $dE/2\pi$ per spin in an energy interval $dE$. A small bias $U$ opens a window $eU$, so at zero temperature the current is $2e\,(eU/2\pi)\sum_nT_n$. Restoring $\hbar$ gives $\mathcal G=\mathcal G_0\sum_nT_n$.

\section{The transmissions}

Reflections $x\to-x$ and $y\to-y$ separate $p_x$, $p_y$ and the pair $(s,p_z)$; the fourfold axis makes $p_x$ and $p_y$ equivalent. Since the Hamiltonian is real, $\Sigma$ is symmetric and $\Gamma=-2\,\mathrm{Im}\,\Sigma$ is real. Write a diagonal element for one lead as $\Sigma_{ii}=\Lambda_i-i\Gamma_i/2$. The two leads are mirror images, so their diagonal elements are equal and add:
\begin{equation}
G_i=\frac1{\Delta_i+i\Gamma_i},\qquad \Delta_i=E-\varepsilon_i-2\Lambda_i ,
\end{equation}
with the neutrality shift included in $\varepsilon_i$. For an orbital that stands alone, $s$ in the $s$ metal or $p_x$, $p_y$ in the $sp$ metal,
\begin{equation}
T_i=\Gamma_i^2|G_i|^2=\frac{\Gamma_i^2}{\Delta_i^2+\Gamma_i^2}. \label{bw}
\end{equation}
Such a channel is perfect at $\Delta_i=0$ and partial otherwise.

For the pair, the mirror $z\to-z$ reverses $p_z$ and not $s$. The off-diagonal elements of $\Sigma_L$ and $\Sigma_R$ are then opposite. They cancel in $G$, which stays diagonal, but survive in the separate broadenings:
\begin{equation}
\Gamma_{R,L}=\begin{pmatrix}\Gamma_s&\pm\Gamma_{sz}\\ \pm\Gamma_{sz}&\Gamma_z\end{pmatrix}.
\end{equation}
The trace and determinant of $\Gamma_LG^\dagger\Gamma_RG$ are the sum $S$ and product $D$ of the two transmissions:
\begin{align}
S&=\Gamma_s^2|G_s|^2+\Gamma_z^2|G_z|^2-2\Gamma_{sz}^2\,\mathrm{Re}(G_sG_z^*),\label{sum}\\
D&=(\Gamma_s\Gamma_z-\Gamma_{sz}^2)^2|G_s|^2|G_z|^2,\label{prod}
\end{align}
so that $T_\pm=S/2\pm\sqrt{S^2/4-D}$. The minus sign in $S$ comes from the opposite off-diagonal elements: the paths through $s$ and $p_z$ interfere.

\subsection{When three is the right bound}

The fourth channel closes when $\Gamma_s\Gamma_z=\Gamma_{sz}^2$. Then $\Gamma_R$ has rank one in the pair, meaning, since $\Gamma=WW^\dagger$, that the propagating modes of the lead couple to one $s$--$p_z$ hybrid only. With $D=0$,
\begin{equation}
T_-=0,\qquad T_+=S=|\Gamma_sG_s-\Gamma_zG_z|^2. \label{one}
\end{equation}
An $sp$ atom between leads with $s$ orbitals only is such a case. By symmetry, its $s$ and $p_z$ orbitals both couple only to the equal-weight sum of the four neighbouring $s$ orbitals, so one fixed combination of them sees the lead. For the $s$ wires of the problem and an $sp$ atom with unshifted levels, the computed transmissions are 0.64, 0.024 and 0.024, with the fourth zero to rounding; the first falls to 0.63 at the better Fermi energy given below. Leads with $p$ orbitals offer further combinations of $\sigma$ symmetry, and the argument no longer applies. The fourth channel still closes at any energy where such a lead carries only one propagating mode with the full symmetry of the axis, because $W$ then has a single nonzero column in the pair. The $sp$ wire of the problem has two such modes at $E_F$, but only one at $0.01$ and $0.02$ above it.

\section{Numbers}

\paragraph{The $s$ metal.} At $E_F=0.0366$ the neutrality shift is $0.0205$, the detuning is $\Delta_s=0.0198$ and the width is $\Gamma_s=0.0374$. Equation~(\ref{bw}) gives
\begin{equation}
T=\frac{0.0374^2}{0.0198^2+0.0374^2}=0.78,\qquad \mathcal G=0.78\,\mathcal G_0=60\,\mu\mathrm S .
\end{equation}
There is one channel, and it is partly open although the atom is neutral. The second digit of $T$ is sensitive to the Fermi energy, which is known only to the accuracy of the bulk $k$ mesh: raising $E_F$ by $5\times10^{-5}$ and restoring neutrality gives $T=0.77$. Denser meshes do move $E_F$ up, to $0.0367$, so $T=0.77$ is the better value; $\mathcal G$ stays $60\,\mu\mathrm S$ to two digits.

\paragraph{The $sp$ metal.} At $E_F=0.1481$ the shift is $0.0210$. For $p_x$ and $p_y$, $\Delta=-0.0160$ and $\Gamma=0.1766$, so
\begin{equation}
T_x=T_y=\frac{0.1766^2}{0.0160^2+0.1766^2}=0.992 .
\end{equation}
Denser $k$ meshes lower $E_F$ to about $0.1480$ and $T_x$ to $0.990$; the values of $T_\pm$ and $\mathcal G$ below keep the digits shown. For the pair, $\Delta_s=-0.1696$, $\Gamma_s=0.1067$, $\Delta_z=-0.3484$, $\Gamma_z=0.1611$ and $\Gamma_{sz}=0.1309$. The three terms of Eq.~(\ref{sum}) are
\begin{equation}
S=0.284+0.176-0.442=0.018 .
\end{equation}
In this wire, interference removes most of what the two orbitals would transmit separately. Equation~(\ref{one}) shows why; its condition is nearly met here, as found below, and it gives 0.016 of the 0.018. Since $\Gamma_iG_i=1/(\Delta_i/\Gamma_i+i)$, the two amplitudes cancel when the ratios $\Delta_i/\Gamma_i$ agree, and here they are fairly close, $-1.59$ and $-2.16$.

The leads nearly satisfy the one-hybrid condition: $1-\Gamma_{sz}^2/(\Gamma_s\Gamma_z)=0.00333$, evaluated from the widths at full precision. This small number enters $D$ squared. With $|G_s|^2=24.9$ and $|G_z|^2=6.79$, Eq.~(\ref{prod}) gives
\begin{equation}
D=(0.00333\times0.0172)^2\times24.9\times6.79\approx5.5\times10^{-7},
\end{equation}
so that $T_+=0.018$ and $T_-=D/T_+\approx3\times10^{-5}$. The total is
\begin{equation}
\sum_nT_n=2(0.992)+0.018=2.00,\qquad \mathcal G=155\,\mu\mathrm S ,
\end{equation}
against the $232\,\mu\mathrm S$ of the tempting solution. The fourth channel is negligible here, but the third carries only about 1\% of the conductance. A value near $2\mathcal G_0$ thus does not reveal how many channels are nonzero.

This pattern belongs to the thin wire, not to $sp$ atoms in general. With $6\times6$ and $5\times5$ layers and the same parameters the order is reversed: $T_+=0.99$, $T_x=T_y=0.33$, $T_-=0.009$ and $\sum_nT_n=1.66$, while $1-\Gamma_{sz}^2/(\Gamma_s\Gamma_z)$ rises to $0.16$. The $s$ transmission becomes $0.81$. The bound, the partial transmissions and the weak fourth channel are common to both widths; the individual values are not converged in the lead width.

The transmissions also depend on energy. With the levels held fixed, $T_x$ is 0.56 at $0.02$ below $E_F$ and 0.40 at $0.01$ above it. Constant $\Lambda$ and $\Gamma$ would give 0.999 at the latter energy, so the lead self-energy itself must vary quickly. The fourth channel reaches $8\times10^{-4}$ at the lower energy, still small but not zero.

\section{What the bound depends on}

The proof needs every path to pass through the atom. A hopping of $-0.005$ between the $s$ orbitals of all 16 facing pairs of atoms in the two $4\times4$ end layers breaks the bound: the second-largest transmission of the $s$ contact becomes $0.012$, and the fifth-largest of the $sp$ contact $0.002$. A bypass of this size also changes the original channels strongly: with the levels held fixed, the largest transmission of the $s$ contact drops from $0.78$ to $0.19$, and the third and fourth of the $sp$ contact rise to $0.08$ and $0.02$. Without this bypass the surplus eigenvalues vanish to rounding. Tunnelling past the atom therefore turns the strict limit into an approximate one.

The number $M$ also counts the orbitals kept in the model. A larger basis on the atom gives a correspondingly weaker bound. In a first-principles calculation, extended basis functions also overlap across the contact and couple the leads directly, so the condition of the proof is not strictly met, and the transmissions must show which channels matter. Inelastic scattering and correlations beyond a mean field lie outside the derivation. The numerical check checks the rank bound against explicit wave matching and the closed formulas against the transmission matrix.

\section*{Table of computed values}
\begin{verbatim}
s level, p level: 0.000, 0.200 hartree
ss, sp hopping: -0.040, 0.050 hartree
pp sigma, pp pi hopping: 0.080, -0.020 hartree
conductance quantum: 77.4809 microsiemens
s metal: electrons per atom: 1
s Fermi energy: 0.03664 hartree
s lead modes per spin: 4
s neutral-atom level shift: 0.02045 hartree
s charge on coarser contour: 0.9995 electrons
s contact, s detuning, one-lead width: 0.01982, 0.03738 hartree
s sorted T_n: 0.780617
s total transmission per spin: 0.780617
s conductance: 60.483 microsiemens
s largest T beyond orbital bound: 1.9e-32
s next T with -0.005 hartree bypass: 1.161e-02
sp metal: electrons per atom: 3
sp Fermi energy: 0.14808 hartree
sp lead modes per spin: 9
sp neutral-atom level shift: 0.02100 hartree
sp charge on coarser contour: 2.9995 electrons
sp contact, s detuning, one-lead width: -0.16960, 0.10673 hartree
sp contact, px detuning, one-lead width: -0.01596, 0.17659 hartree
sp contact, pz detuning, one-lead width: -0.34840, 0.16113 hartree
sp s-pz width Gamma_sz: 0.13092 hartree
sp hybrid deficit 1-Gsz^2/(Gss Gzz): 0.00333
sp sigma-plus, sigma-minus T: 0.017868, 0.000031
sp px, py T: 0.991898, 0.991898
sp sorted T_n: 0.991897, 0.991897, 0.017868, 0.000031
sp total transmission per spin: 2.001693
sp conductance: 155.093 microsiemens
sp largest T beyond orbital bound: 3.7e-30
sp next T with -0.005 hartree bypass: 2.155e-03
sp scan E-EF=-0.02 hartree, T_n: 0.56284, 0.56284, 0.02152, 0.00082
sp scan E-EF=-0.01 hartree, T_n: 0.92159, 0.92159, 0.01493, 0.00023
sp scan E-EF=+0.00 hartree, T_n: 0.99190, 0.99190, 0.01787, 0.00003
sp scan E-EF=+0.01 hartree, T_n: 0.40123, 0.40123, 0.00044, 0.00000
sp scan E-EF=+0.02 hartree, T_n: 0.32651, 0.32651, 0.01134, 0.00000
sp atom, s-only leads, unshifted levels, T_n: 6.408e-01, 2.387e-02, 2.387e-02, 4.325e-34
\end{verbatim}
